# Paraxial Shear of the Wigner Distribution in Partially Coherent Exposure: test program

```python
"""
Result under test: paraxial propagation over a distance z shears the Wigner
distribution of a partially coherent field without changing its values,
    W(x, theta; z) = W(x - z*theta, theta; 0),
    W(x, theta; z) = (k/2pi) Int J(x+s/2, x-s/2; z) exp(-i k theta s) ds.
J: mutual intensity <psi(x1) psi*(x2)>; k: wavenumber; theta: paraxial angle.
Example: slit in a thin mask, lit by mutually incoherent plane waves whose
angles are Gaussian with rms value sigma. Incident intensity is 1.
All lengths inside the program are in micrometres, angles in radians.
"""
import numpy as np
import sympy as sp
from scipy.constants import c as light_speed
from scipy.optimize import brentq
from scipy.special import fresnel, hankel1

# ---------------- inputs (rough typical mask-aligner values) ----------------
wavelength = 0.365
slit = 3.0
gap = 20.0
sigma = 0.025
bandwidth_fwhm = 0.005
gap_error = 2.0
resist_thickness = 1.0
resist_index = 1.7
silicon_index = 6.5 + 2.7j
mask_reflectance = 0.1
exposure_time = 5.0                     # seconds
threshold = 0.5
k0 = 2 * np.pi / wavelength

# quadrature on (0,1), and Gaussian average over illumination angles
u, wu = np.polynomial.legendre.leggauss(80)
u, wu = (u + 1) / 2, wu / 2
g_nodes, g_weights = np.polynomial.hermite_e.hermegauss(24)
g_weights = g_weights / np.sqrt(2 * np.pi)
tilts = sigma * g_nodes


def slit_field(x, z, k, tilt):
    """Paraxial field behind the slit for one tilted plane wave."""
    centred = x - tilt * z
    scale = np.sqrt(k / (np.pi * z))
    s_hi, c_hi = fresnel(scale * (slit / 2 - centred))
    s_lo, c_lo = fresnel(scale * (-slit / 2 - centred))
    phase = np.exp(1j * k * (tilt * x - tilt**2 * z / 2) - 1j * np.pi / 4)
    return phase * ((c_hi - c_lo) + 1j * (s_hi - s_lo)) / np.sqrt(2)


def wigner_mask(x, theta, k=k0):
    """Wigner distribution directly behind the mask."""
    reach = np.maximum(slit - 2 * np.abs(x), 0.0)
    s = np.asarray(reach)[..., None] * u
    angle = np.asarray(theta)[..., None]
    integrand = np.exp(-(k * sigma * s)**2 / 2) * np.cos(k * angle * s)
    return k / np.pi * reach * (integrand @ wu)


def wigner_propagated(x, theta, z, k=k0):
    """Wigner distribution at z, from its definition and propagated fields."""
    s = np.linspace(-200.0, 200.0, 20001)
    ramp = np.clip((np.abs(s) - 60.0) / 140.0, 0.0, 1.0)
    taper = np.cos(np.pi * ramp / 2)**2      # removes the oscillating tail
    mutual = np.zeros(s.size, dtype=complex)
    for tilt, weight in zip(tilts, g_weights):
        mutual += weight * (slit_field(x + s / 2, z, k, tilt)
                            * np.conj(slit_field(x - s / 2, z, k, tilt)))
    total = np.sum(mutual * taper * np.exp(-1j * k * theta * s)) * (s[1] - s[0])
    return (k / (2 * np.pi) * total).real


def image_shear(x, z, k=k0):
    """Intensity as a line integral through the initial Wigner distribution."""
    start = np.concatenate([-slit / 2 * u, slit / 2 * u])
    weights = np.concatenate([wu, wu]) * slit / 2
    angles = (np.asarray(x)[:, None] - start) / z
    values = wigner_mask(np.broadcast_to(start, angles.shape), angles, k)
    return values @ weights / z


def image_mutual(x, z, k=k0):
    """Intensity by Fresnel propagation of the mutual intensity."""
    points, weights = slit * (u - 0.5), slit * wu
    mutual = np.exp(-(k * sigma * (points[:, None] - points))**2 / 2)
    kernel = np.exp(1j * k * (np.asarray(x)[:, None] - points)**2 / (2 * z))
    kernel = kernel * weights
    return k / (2 * np.pi * z) * np.sum((kernel @ mutual) * kernel.conj(),
                                        axis=1).real


# ---------------- test: Fresnel kernel solves the paraxial equation ---------
X, Z, K = sp.symbols("x z k", positive=True)
kernel_symbolic = sp.sqrt(K / (2 * sp.pi * sp.I * Z)) * sp.exp(
    sp.I * K * X**2 / (2 * Z))
residual = (sp.I * sp.diff(kernel_symbolic, Z)
            + sp.diff(kernel_symbolic, X, 2) / (2 * K)) / kernel_symbolic
assert sp.simplify(residual) == 0

# ---------------- test: closed slit field against direct quadrature ---------
x_check = np.array([-3.7, -0.4, 1.5, 5.2])
source = slit * (u - 0.5)
field_error = 0.0
for tilt in (0.0, 0.04):
    integrand = np.exp(1j * k0 * (tilt * source
                                  + (x_check[:, None] - source)**2 / (2 * gap)))
    direct = np.sqrt(k0 / (2j * np.pi * gap)) * integrand @ (slit * wu)
    closed = slit_field(x_check, gap, k0, tilt)
    field_error = max(field_error, np.max(np.abs(direct - closed)))
assert field_error < 1e-9

# ---------------- test: Wigner values are carried along rays ---------------
rays = [(0.6, 0.0), (-0.8, 0.05), (0.6, 0.14), (2.2, 0.05)]
ray_rows = []
for x_start, theta in rays:
    before = float(wigner_mask(x_start, theta))
    x_end = x_start + gap * theta
    after = wigner_propagated(x_end, theta, gap)
    assert abs(after - before) < 1e-4
    ray_rows.append((x_start, theta, x_end, before, after))
assert ray_rows[2][4] < -0.1             # a negative value survives
assert abs(ray_rows[3][4]) < 1e-4        # opaque start: zero stays zero

# ---------------- test: image by three roads -------------------------------
x_grid = np.linspace(-4.0, 4.0, 161)
image = image_shear(x_grid, gap)
image_direct = image_mutual(x_grid, gap)
image_error = np.max(np.abs(image - image_direct))
assert image_error < 1e-8
blurred = sum(w * np.abs(slit_field(x_grid - gap * t, gap, k0, 0.0))**2
              for t, w in zip(tilts, g_weights))
blur_error = np.max(np.abs(blurred - image_direct))
assert blur_error < 1e-7

# ---------------- test: beyond the paraxial equation -----------------------
n_grid, dx = 4096, 0.1
x_beam = (np.arange(n_grid) - n_grid // 2) * dx
q_beam = 2 * np.pi * np.fft.fftfreq(n_grid, dx)
sine = 0.5
beam = np.exp(-x_beam**2 / 100.0 + 1j * k0 * sine * x_beam)
kappa_beam = np.sqrt(k0**2 - q_beam**2 + 0j)
beam_end = np.fft.ifft(np.fft.fft(beam) * np.exp(1j * kappa_beam * gap))
density = np.abs(beam_end)**2
beam_shift = np.sum(x_beam * density) / np.sum(density)
tangent_shift = gap * sine / np.sqrt(1 - sine**2)
assert abs(beam_shift - tangent_shift) < 0.005
assert abs(beam_shift - gap * sine) > 1.0


def kappa(q):
    return np.sqrt(k0**2 - q**2)


q_mid, q_diff = 0.3 * k0, 0.05 * k0
cubic_direct = (kappa(q_mid + q_diff / 2) - kappa(q_mid - q_diff / 2)
                + q_diff * q_mid / kappa(q_mid))
cubic_formula = -k0**2 * q_mid * q_diff**3 / (8 * kappa(q_mid)**5)
assert abs(cubic_direct / cubic_formula - 1) < 0.005

# ---------------- worked image ---------------------------------------------
places = np.array([0.0, slit / 2, slit])
image_places = image_shear(places, gap)
coherent_places = np.abs(slit_field(places, gap, k0, 0.0))**2
ray_angles = (places[:, None] - source) / gap
ray_density = np.exp(-(ray_angles / sigma)**2 / 2) / (sigma * np.sqrt(2 * np.pi))
ray_places = ray_density @ (slit * wu) / gap


def line_width(z):
    return 2 * brentq(lambda x: image_shear(np.array([x]), z)[0] - threshold,
                      0.0, slit)


width = line_width(gap)

# ---------------- sizes of neglected effects -------------------------------
# Non-paraxial scalar field: Rayleigh-Sommerfeld integral over the slit.
distance = np.sqrt(gap**2 + (x_grid[:, None] - source)**2)
full_kernel = 0.5j * k0 * gap / distance * hankel1(1, k0 * distance)
full_fields = (full_kernel * (slit * wu)) @ np.exp(
    1j * k0 * source[:, None] * tilts)
full_image = np.abs(full_fields)**2 @ g_weights
nonparaxial_change = np.max(np.abs(full_image - image))
assert nonparaxial_change < 0.05

sigma_wavelength = bandwidth_fwhm / np.sqrt(8 * np.log(2))
b_nodes, b_weights = np.polynomial.hermite_e.hermegauss(7)
b_weights = b_weights / np.sqrt(2 * np.pi)
band_image = sum(w * image_shear(x_grid, gap,
                                2 * np.pi / (wavelength + sigma_wavelength * b))
                 for b, w in zip(b_nodes, b_weights))
band_change = np.max(np.abs(band_image - image))
gap_change = np.max(np.abs(image_shear(x_grid, gap + gap_error) - image))

extra_gap = resist_thickness / resist_index
snell_shift = resist_thickness * np.tan(np.arcsin(np.sin(0.14) / resist_index))
assert abs(snell_shift / (extra_gap * 0.14) - 1) < 0.02
resist_change = np.max(np.abs(image_shear(x_grid, gap + extra_gap) - image))

r_top = (resist_index - 1) / (resist_index + 1)
r_silicon = abs((resist_index - silicon_index) / (resist_index + silicon_index))
standing_contrast = 2 * r_silicon / (1 + r_silicon**2)
r_wafer = (r_top + r_silicon) / (1 + r_top * r_silicon)   # lossless upper bound
r_pair = r_wafer * np.sqrt(mask_reflectance)
deviation = np.linspace(-6, 6, 4001)
spectrum = np.exp(-deviation**2 / 2)
spectrum /= spectrum.sum()
visibility = abs(np.sum(spectrum * np.exp(
    2j * gap * 2 * np.pi / (wavelength + sigma_wavelength * deviation))))
coherence_time = (wavelength**2 / bandwidth_fwhm) * 1e-6 / light_speed
fluctuation = np.sqrt(coherence_time / exposure_time)

# ---------------- output ---------------------------------------------------
print(f"wavelength = {wavelength*1e3:.0f} nm, k = {k0:.3f} rad/um")
print(f"slit = {slit:.1f} um, gap = {gap:.1f} um")
print(f"rms illumination angle = {sigma*1e3:.0f} mrad")
print(f"coherence length 1/(k sigma) = {1/(k0*sigma):.3f} um")
print(f"source blur gap*sigma = {gap*sigma:.3f} um rms")
print(f"diffraction scale sqrt(wavelength*gap) = "
      f"{np.sqrt(wavelength*gap):.3f} um")
print("Wigner values along rays (W in 1/rad, incident intensity 1):")
for x_start, theta, x_end, before, after in ray_rows:
    print(f" x0={x_start:.2f} um, theta={theta*1e3:.0f} mrad, x={x_end:.2f} um:"
          f" W before={before:.4f}, after={after:.4f}")
print(f"largest slit-field error = {field_error:.1e}")
print(f"largest image error, shear vs mutual intensity = {image_error:.1e}")
print(f"largest image error, blur law = {blur_error:.1e}")
print("Intensity / incident intensity:")
for i, x_value in enumerate(places):
    print(f" x={x_value:.1f} um: partially coherent={image_places[i]:.4f},"
          f" coherent={coherent_places[i]:.4f}, rays={ray_places[i]:.4f}")
print(f"line width at threshold {threshold:.1f} = {width:.3f} um"
      f" = {width*1e3:.0f} nm")
print(f"steep beam, sine {sine:.1f}: shift = {beam_shift:.3f} um,"
      f" tangent law = {tangent_shift:.3f} um, paraxial = {gap*sine:.3f} um")
print(f"cubic phase term at q=0.3k, Q=0.05k: direct = {cubic_direct:.4e},"
      f" formula = {cubic_formula:.4e} rad/um")
print("Neglected effects (largest change of intensity / incident, |x|<=4 um):")
print(f" non-paraxial scalar propagation = {nonparaxial_change:.4f}")
print(f" bandwidth {bandwidth_fwhm*1e3:.0f} nm FWHM = {band_change:.1e}")
print(f" gap error +{gap_error:.0f} um = {gap_change:.4f}")
print(f" line width with that gap error = {line_width(gap+gap_error):.3f} um")
print(f" resist {resist_thickness:.1f} um, index {resist_index:.1f}:"
      f" extra gap = {extra_gap:.3f} um, change = {resist_change:.4f}")
print(f"silicon index used = {silicon_index.real:.1f} + "
      f"{silicon_index.imag:.1f}i (rough)")
print(f"resist-silicon amplitude reflection = {r_silicon:.3f}")
print(f"standing-wave contrast, no absorption = {standing_contrast:.3f}")
print(f"standing-wave period = {wavelength*1e3/(2*resist_index):.0f} nm")
print(f"mask underside reflectance used = {mask_reflectance:.2f} (rough)")
print(f"wafer amplitude reflection, upper bound = {r_wafer:.3f}")
print(f"gap interference: single-colour bound = {2*r_pair:.3f},"
      f" spectral visibility = {visibility:.1e}")
print(f"gap double bounce, incoherent bound = {r_pair**2:.3f}")
print(f"mask-edge layers, wavelength/(pi*slit) = "
      f"{wavelength/(np.pi*slit):.3f} of the slit")
print(f"coherence time = {coherence_time*1e12:.3f} ps,"
      f" exposure = {exposure_time:.0f} s")
print(f"residual relative fluctuation scale = {fluctuation:.1e}")
print("success")
```

Output:

```
wavelength = 365 nm, k = 17.214 rad/um
slit = 3.0 um, gap = 20.0 um
rms illumination angle = 25 mrad
coherence length 1/(k sigma) = 2.324 um
source blur gap*sigma = 0.500 um rms
diffraction scale sqrt(wavelength*gap) = 2.702 um
Wigner values along rays (W in 1/rad, incident intensity 1):
 x0=0.60 um, theta=0 mrad, x=0.60 um: W before=8.9594, after=8.9594
 x0=-0.80 um, theta=50 mrad, x=0.20 um: W before=5.6791, after=5.6791
 x0=0.60 um, theta=140 mrad, x=3.40 um: W before=-1.4940, after=-1.4940
 x0=2.20 um, theta=50 mrad, x=3.20 um: W before=0.0000, after=-0.0000
largest slit-field error = 5.6e-16
largest image error, shear vs mutual intensity = 4.4e-16
largest image error, blur law = 4.4e-16
Intensity / incident intensity:
 x=0.0 um: partially coherent=1.0027, coherent=1.1337, rays=0.9973
 x=1.5 um: partially coherent=0.3551, coherent=0.2925, rays=0.5000
 x=3.0 um: partially coherent=0.0676, coherent=0.0721, rays=0.0013
line width at threshold 0.5 = 2.467 um = 2467 nm
steep beam, sine 0.5: shift = 11.548 um, tangent law = 11.547 um, paraxial = 10.000 um
cubic phase term at q=0.3k, Q=0.05k: direct = -1.0221e-04, formula = -1.0215e-04 rad/um
Neglected effects (largest change of intensity / incident, |x|<=4 um):
 non-paraxial scalar propagation = 0.0031
 bandwidth 5 nm FWHM = 2.1e-05
 gap error +2 um = 0.0783
 line width with that gap error = 2.542 um
 resist 1.0 um, index 1.7: extra gap = 0.588 um, change = 0.0242
silicon index used = 6.5 + 2.7i (rough)
resist-silicon amplitude reflection = 0.638
standing-wave contrast, no absorption = 0.907
standing-wave period = 107 nm
mask underside reflectance used = 0.10 (rough)
wafer amplitude reflection, upper bound = 0.770
gap interference: single-colour bound = 0.487, spectral visibility = 3.4e-04
gap double bounce, incoherent bound = 0.059
mask-edge layers, wavelength/(pi*slit) = 0.039 of the slit
coherence time = 0.089 ps, exposure = 5 s
residual relative fluctuation scale = 1.3e-07
success
```
